Reusing self-consistent harmonic configurations with an effective-sample-size trigger

One thousand atomic configurations, drawn once at 300 K for a 32-atom aluminium-like cell, count as about 950 independent configurations when reweighted to 325 K, 640 at 350 K and 260 at 375 K. These are Kong-Liu effective sizes from one batch, and for a particular observable the true worth can be lower. The temperature steps are equal but the losses are not. The explanation lies in the overlap of Gaussians in 93 dimensions. The same overlap tells a stochastic self-consistent harmonic calculation when old forces may be reused and when new ones must be computed.

**The equations being solved**

The trial state is a harmonic density matrix with centroid R and force constants Φ. Its positions u follow a Gaussian density ρ with displacement δu = u − R and covariance Ψ = ⟨δu δuᵀ⟩. Rigid translations are removed. In what follows, n is the number of remaining modes and N the number of configurations. A mode with frequency ω and force-constant eigenvalue λ = Mω², for equal masses M, has variance

ψ = (ħω/2λ) coth(ħω/2kT).

With V the true potential and F_h the free energy of the trial oscillators, the functional to be minimized is

F = F_h + ⟨V⟩ − ½ tr(ΦΨ).

Vary Φ at fixed R. A free energy responds to its own potential by the mean of the perturbation, so dF_h = ½ tr(Ψ dΦ). For ⟨V⟩, note that the Fourier transform of the centred Gaussian is exp(−½kᵀΨk). Its change is −½(kᵀdΨ k) times itself, and in real space this reads

dρ = ½ Σ_ab dΨ_ab ∂_a∂_b ρ.

Two integrations by parts move the derivatives onto V, giving d⟨V⟩ = ½ tr(M̄ dΨ), where M̄ = ⟨∂²V⟩. Collecting terms,

dF = ½ tr(Ψ dΦ) + ½ tr(M̄ dΨ) − ½ tr(Ψ dΦ) − ½ tr(Φ dΨ)
 = ½ tr[(M̄ − Φ) dΨ].

Self-consistency is therefore Φ = M̄. The centroid obeys dF/dR = −⟨f⟩, with f = −∂V the force. In the example, symmetry makes ⟨f⟩ zero at the lattice sites.

**Getting the mean Hessian from forces**

For a Gaussian, ∂_cρ = −(Ψ⁻¹δu)_c ρ, hence δu_a ρ = −Σ_c Ψ_ac ∂_cρ. One integration by parts gives

⟨δu_a f_b⟩ = Σ_c Ψ_ac ⟨∂_c f_b⟩ = −(ΨM̄)_ab.

Write Φ = Σ_k p_k B_k with symmetric matrices B_k allowed by the crystal. Minimizing ⟨|f + Σ_k p_k B_kδu|²⟩ over p gives

Σ_l ⟨B_kδu · B_lδu⟩ p_l = −⟨B_kδu · f⟩.

The average on the left is tr(B_kΨB_l). By the force identity, the right side is tr(B_kΨM̄). If M̄ = Σ_l m_l B_l, the solution is p = m, provided the matrix on the left is invertible. A harmonic least-squares fit to the forces thus returns the mean Hessian without second derivatives of V.

**Weights and what they cost**

The forces depend on positions and not on the trial that proposed them. Configurations u_i drawn from ρ₀ therefore serve a new trial ρ₁ through

w_i = ρ₁(u_i)/ρ₀(u_i),  Ō ≈ Σ w_i O_i / Σ w_i.

This holds across a temperature change too, because temperature enters only through Ψ. With q_j = (u−R_j)ᵀΨ_j⁻¹(u−R_j),

ln w = −½(q₁ − q₀) − ½ ln(det Ψ₁/det Ψ₀).

Subtract the largest logarithm before exponentiating. The common factor cancels in Ō and in the Kong-Liu size

N_eff = (Σw)²/Σw².

Since ⟨w⟩₀ = 1, the ratio N/N_eff tends to ⟨w²⟩₀ = ∫ρ₁²/ρ₀ at large N, when that integral exists. To evaluate it, set x = u − R₀, d = R₁ − R₀, A_j = Ψ_j⁻¹ and B = 2A₁ − A₀. The exponent of the integrand is

−(x−d)ᵀA₁(x−d) + ½xᵀA₀x = −½xᵀBx + 2xᵀA₁d − dᵀA₁d.

The Gaussian integral over x contributes (2π)^{n/2}(det B)^{−1/2} exp(2dᵀA₁B⁻¹A₁d), and the normalizations contribute (2π)^{−n/2} det A₁/(det A₀)^{1/2}. Now let G = 2Ψ₀ − Ψ₁. Direct multiplication shows B = A₀GA₁, so det B = det G/(det Ψ₀ det Ψ₁). The shift terms combine as

2A₁B⁻¹A₁ − A₁ = A₁B⁻¹(2A₁ − B) = A₁B⁻¹A₀ = G⁻¹.

The result is

N/N_eff → det Ψ₀ / √(det Ψ₁ det G) · exp(dᵀG⁻¹d).

As a test, take Ψ₀ = [[1, 0.3], [0.3, 0.8]], Ψ₁ = [[1.3, 0.1], [0.1, 0.7]] and d = (0.3, −0.2). Direct quadrature of the integral and the formula both give 1.894053.

**Reading the overlap formula**

Choose coordinates in which Ψ₀ is the unit matrix and Ψ₁ is diagonal, with entries τ. These are the new-to-old variance ratios. For d = 0,

N_eff/N → Π √[τ(2−τ)].

Writing τ = 1 + ε turns each factor into √(1−ε²), so for small changes

N_eff/N ≈ exp(−½ Σ ε²).

The logarithm is quadratic in the distance moved, which explains the opening numbers. On arrival at 325, 350 and 375 K, when the trial still has the force constants of the preceding temperature, the formula gives 0.952, 0.647 and 0.291. The values of √(−ln(N_eff/N)) are 0.22, 0.66 and 1.11, nearly equally spaced, as the law requires when each temperature step changes the variances by a similar amount.

The first value is close to one for a particular reason. The batch was drawn at 300 K with the static force constants, before any anharmonic update. The self-consistent solution has bond constants 1.4254, −0.0081 and −0.0081 eV/Å², against 1.350, 0 and 0 in the static lattice. Their sum is 4.4 % larger, so the classical variances are smaller by roughly that amount, while heating by 25 K would widen them by 8 % at fixed stiffness. The quantum variances move less: they narrow by 3.5 % on average and widen by 6.8 % on heating. The static batch thus lies between the two solutions, with variance ratios from 0.96 to 0.98 at 300 K and from 1.01 to 1.05 at 325 K. Starting from the self-consistent Gaussian at 300 K, the fraction at 325 K is 0.816.

The number of modes matters as much as the step. If every variance changes by the same ε, then N_eff/N = (1−ε²)^{n/2}, and a threshold η permits

|ε| ≤ √(1 − η^{2/n}).

For η = 0.5 this is 87 % for one mode, 12.2 % for 93 modes and 6.6 % for the 321 modes of a 108-atom cell. The step from 300 to 325 K, which leaves 0.816 in 32 atoms, leaves 0.493 in 108 atoms. Scaling the logarithm by the mode count predicts 0.816^{321/93} = 0.50.

A second limit is a pure centroid shift, Ψ₁ = Ψ₀, for which N_eff/N = exp(−dᵀΨ₀⁻¹d). A shift of half a standard deviation along one mode leaves 0.78. Shifts along several modes add in the exponent.

**The scheme**

The inputs are a starting p, a batch size N, a threshold η and a convergence tolerance.

  batch ← none
  for each temperature:
    repeat:
      build Φ(p); stop with an error if any λ ≤ 0
      compute the modes and Ψ
      if a batch exists:
        compute log weights, N_eff and the largest τ
      if no batch, or N_eff/N < η, or largest τ ≥ 2:
        draw N configurations from the present trial
        compute their forces; set all weights equal
      solve the weighted force fit for p_new
      if R is free, update it from the weighted mean force
      change ← size of the update; replace the old trial
    until change < tolerance
  draw an independent batch from the last trial
  repeat the force fit and compare (audit)

The trigger must come before the averages are used. Weights always refer to the trial from which the batch was actually drawn, not to the preceding iterate.

One pass costs a diagonalization, of order n³, and the projection of N configurations on n modes, of order Nn². With R fixed, the products B_kδu·B_lδu and B_kδu·f can be stored per configuration, so refitting needs only weighted sums. If R moves, they must be rebuilt from the stored positions and forces. Reuse pays when force evaluation dominates these costs, as it generally does with first-principles forces.

**An aluminium-like cell heated at fixed volume**

The example is a periodic fcc cell with 32 atoms of mass 26.98 u and 192 nearest-neighbour Morse bonds. The round parameters are depth D = 0.30 eV, inverse width α = 1.5 Å⁻¹ and length 2.86 Å. The static bond stiffness is 2Dα² = 2 × 0.30 × 2.25 = 1.35 eV/Å². Mirror planes through each bond make its mean Hessian diagonal in one longitudinal and two transverse directions, and all bonds are equivalent, so three constants p_k suffice. This permits a reference without sampling: average the Hessian of one bond over its three-dimensional Gaussian by quadrature and iterate.

The pressure follows from stationarity. The response of F to Φ vanishes at the solution, so a uniform strain acts through the centroids alone. Stretching every bond vector R_b by a factor 1+s changes the cell volume Ω by 3Ωs, and hence

P = −dF/dΩ = −(1/3Ω) ⟨Σ_b φ′(r_b) r̂_b·R_b⟩,

where φ is the bond energy and r_b the instantaneous bond length. At 400 K this gives 1.7191 GPa, and numerical differentiation of the minimized free energy gives 1.7196 GPa.

The ramp ran from 300 to 500 K in 25 K steps with N = 1000 and η = 0.5. New batches were drawn at 300, 375 and 450 K. On arrival at the last two temperatures the sampled fractions were 0.260 and 0.346. The whole ramp took 33 averaging passes and 3 × 1000 = 3000 force evaluations. Drawing afresh in the same 33 passes would take 33,000, eleven times as many. That comparison holds the number of passes fixed. Against a scheme that draws one batch per temperature and reuses it within that temperature, the saving is 9/3 = 3 at equal batch size. Reweighting enlarges the errors, however, and fresh batches just large enough to match the pressure errors of the ramp would reduce the saving to about 2. The audit adds another 1000 evaluations.

At 500 K the reweighted pressure is 2.102 ± 0.018 GPa, against the reference 2.088 GPa. The largest force-constant deviation along the ramp is 0.42 % of the static stiffness. All nine pressures lie above their references, by at most 1.01 standard errors. They rest on three batches, so these are not nine independent results. Reuse makes errors at neighbouring temperatures correlated.

**Where N_eff misleads**

The error of a reweighted mean depends on the observable. Writing the estimate minus Ō as Σw(O−Ō)/Σw and replacing Σw by N at leading order gives

variance ≈ (1/N) ⟨w²(O−Ō)²⟩₀ = (1/N) ⟨w(O−Ō)²⟩₁.

If w and (O−Ō)² were uncorrelated under ρ₁, this would factor into ⟨w⟩₁ var₁(O)/N. Because ⟨w⟩₁ = ⟨w²⟩₀, that is var₁(O)/N_eff, the Kong-Liu estimate. The neglected term is their covariance. The sample form of the full error is √[Σw²(O−Ō)²] / Σw, with only the numerator under the root.

Repeated batches of 200, drawn from the self-consistent Gaussian at 300 K and reweighted to 350 K, had a root-mean-square pressure error of 2.28 % of the reference pressure. Kong-Liu predicts 1.67 %. The full weighted variance gives 2.22 % when its sample form is evaluated on all 30,000 pooled configurations, and about 2.5 % when the average is taken directly over the Gaussian ρ₁²/ρ₀. The covariance is therefore positive here. A single batch of 200 sees less of it: its own error bar has a median of about 1.8 %, and roughly one batch in seven lies more than two such bars from the reference. Report the weighted variance as the error bar, read it as tending to be low when N_eff/N is near the threshold, and keep N_eff as the trigger.

Ignoring the trigger is costly. From 300 to 500 K the limiting N_eff/N is 1.3 × 10⁻⁷, and the measured pressure error is 13.4 %, against 1.1 % for fresh batches of the same size. Most of it is a bias towards low pressure, about −11 %, while the weighted error bar of a single batch shows only about 2 %. A pool of 30,000 configurations reports 0.0025, far above the limit, because it has not sampled the region that dominates ∫ρ₁²/ρ₀.

The worst case is a variance ratio of two or more. For one mode of unit old variance, ρ₁²/ρ₀ varies as exp[x²(½ − 1/τ)], which does not decay when τ ≥ 2. The limiting N_eff/N is then zero. Yet at τ = 2.2, samples of 1000 showed a median fraction of 0.583, which would pass η = 0.5. The exponent is only 0.045x², and a thousand draws seldom reach far beyond three standard deviations, so the divergence stays hidden. This is why the scheme checks the largest τ separately. The check removes only the divergent case: at τ = 1.9 the limit is 0.44, yet samples of 1000 show a median of about 0.71 and usually pass both tests. A lower cap on τ, or a trigger on the closed formula itself, closes this gap. Narrowing a Gaussian never makes the integral diverge, though extreme narrowing still drives N_eff/N towards zero.

Reuse has a further limitation: the iteration converges to the fixed point of one finite sample. A small update suggests that the iteration is close to this fixed point, provided convergence is not very slow. It does not show that the sampling error is small. At 500 K the independent audit changed the force constants by at most 0.14 % of the static stiffness. If an audit disagrees beyond its statistical error, continue from the new batch or enlarge N.

The fixed-point iteration can also fail by itself. Near a solution, let s be the slope of the map from Φ to M̄ along one direction. Plain iteration multiplies the error by s, while mixing a fraction β of the update multiplies it by 1 − β(1−s). Small β cures s < −1 but not s > 1. In that case the solution is not a minimum of F. Differentiating dF once more at the solution gives ½(s−1) tr(dΦ dΨ) along this direction. The trace is negative because F_h is concave in Φ and its gradient is ½Ψ, so F curves downwards when s > 1. A direct minimization of F would then leave this point and look for another solution. A trial with λ ≤ 0 has no normalizable Gaussian, and the step that produced it must be shortened.

**What the pressure means for a metal line**

The clamped pressure rises by 731 MPa between 300 and 500 K. The 1.36 GPa already present at 300 K reflects the choice to hold bonds at their static length and is not a chip stress. With the model's static bulk modulus of 71.3 GPa, the suppressed linear expansion is estimated as 0.731/(3 × 71.3) = 0.34 %, or 17 × 10⁻⁶ per K. This estimate holds near the clamped volume. Released to zero pressure, the same 32-atom model softens as it expands, and its mean expansion over this range is 19 × 10⁻⁶ per K. Aluminium has roughly 75 GPa and, near room temperature, 23 × 10⁻⁶ per K, so the model still expands too little. The nearest-neighbour cutoff is a serious simplification: the same Morse law would give the second shell a stiffness of −11 % of the first. Nor is real confinement rigid. If the surroundings expand by a rough 3 × 10⁻⁶ per K, the mismatch falls by 3/17 and the rise to about 0.60 GPa. Elastic compliance and plastic flow would lower it further, by amounts not computed here.

More configurations cannot remove the Gaussian approximation. In classical mechanics at 500 K, the Gaussian trial gives 2.005 GPa and Langevin dynamics on the same potential 2.048 ± 0.004 GPa, a deficit of 2.1 %. Cell size matters as well. The 300 K pressure rises by 1.9 % from 32 to 108 atoms and by 2.6 % from 32 to 864 atoms, where the clamped rise to 500 K is 0.753 GPa instead of 0.731. The Gaussian and cell-size errors both exceed the 0.9 % sampling error at the end of the ramp, so for this cell a larger batch would not be the first improvement to make. The remaining values are in the numerical output.

Calculated quantities

```
Morse depth 0.30 eV, inverse width 1.50 1/angstrom, bond 2.86 angstrom
static bond stiffness 1.350 eV/angstrom^2; atomic mass 26.98 u
atoms 32, bonds 192, vibrational modes 93
batch size 1000, Neff/N threshold 0.50
highest phonon energy at 300 K 42.0 meV
bond rms displacements at 300 K (L, T1, T2): [0.0994 0.1124 0.1111] angstrom
two-mode shifted test: N/Neff quadrature 1.894053, formula 1.894053
variance ratio 2.2, one mode: median sampled Neff/N 0.583, true limit 0
uniform variance change allowed, 1 modes: 86.60 %
uniform variance change allowed, 93 modes: 12.16 %
uniform variance change allowed, 321 modes: 6.56 %
Ramp: T/K | arrival Neff/N sampled, formula | fresh batches | lowest used Neff/N | kL eV/A^2 | P, error, reference P in GPa
300 | nan nan | 1 | 0.939 | 1.4259 | 1.3613 0.0067 1.3575
325 | 0.953 0.952 | 0 | 0.953 | 1.4303 | 1.4488 0.0073 1.4467
350 | 0.636 0.647 | 0 | 0.636 | 1.4336 | 1.5381 0.0120 1.5368
375 | 0.260 0.291 | 1 | 0.999 | 1.4436 | 1.6297 0.0081 1.6277
400 | 0.872 0.875 | 0 | 0.872 | 1.4488 | 1.7250 0.0098 1.7191
425 | 0.591 0.574 | 0 | 0.591 | 1.4539 | 1.8165 0.0133 1.8110
450 | 0.346 0.281 | 1 | 0.999 | 1.4551 | 1.9127 0.0094 1.9033
475 | 0.879 0.882 | 0 | 0.879 | 1.4596 | 2.0073 0.0117 1.9957
500 | 0.619 0.626 | 0 | 0.619 | 1.4646 | 2.1022 0.0183 2.0883
averaging passes 33, fresh batches 3
force evaluations 3000 with reuse, 33000 if always fresh
cost ratio always-fresh/reuse 11.00
largest force-constant deviation from reference 0.416 % of static stiffness
largest pressure deviation 1.01 standard errors
independent audit at 500 K (excluded from cost): 0.135 % of static stiffness
reference force constants at 300 K (L, T1, T2): [ 1.42537 -0.00809 -0.00814] eV/angstrom^2
reference force constants at 500 K (L, T1, T2): [ 1.46546 -0.01236 -0.01246] eV/angstrom^2
Reweighting 300 K batches of 200: target K | Neff/N formula, pooled sample | pressure error %: fresh, measured, Kong-Liu, weighted-variance
325 | 0.816 0.819 | 1.09 1.41 1.21 1.37
350 | 0.438 0.456 | 1.11 2.28 1.67 2.22
500 | 1.29e-07 0.00246 | 1.10 13.44 3.07e+03 17.41
pressure at 400 K: estimator 1.71914 GPa, -dF/dV 1.71960 GPa
clamped pressure rise 300 to 500 K 0.7307 GPa = 730.7 MPa
static bulk modulus 71.30 GPa
suppressed linear expansion 300 to 500 K 0.342 %
implied linear expansion coefficient 17.08 1e-6/K
classical 500 K pressure: Gaussian trial 2.0050 GPa, dynamics 2.0481 +/- 0.0042 GPa
quantum Gaussian pressure at 500 K 2.0883 GPa
300 K pressure: 32 atoms 1.3575 GPa, 108 atoms 1.3835 GPa
Neff/N for 300 to 325 K: 32 atoms 0.816, 108 atoms 0.493
omitted second-shell Morse stiffness / first-shell stiffness -0.112
```
